# Current polarization of a spin-resolved contact and the role of spin accumulation

**Question**

I have an exercise on a contact between a ferromagnetic metal and a nonmagnetic semiconductor. The contact has a conductance of 0.8 units for spin-up electrons and 0.2 units for spin-down electrons. I am asked for the current polarization "at equal spin potentials", and then for an explanation of the role of spin accumulation.

Two things confuse me. First, if the potentials are equal, why does any current flow? Second, the contact passes more up electrons than down electrons, so up electrons should pile up in the semiconductor. Then the two spin potentials there cannot stay equal, and the first part seems to assume something that the current itself destroys. Does the pile-up raise the polarization, because there is more up spin around, or lower it? And what decides how large it is?

**Answer**

The word "equal" compares the two spins on the same side of the contact. It does not compare the two sides. Let \(\mu_F\) be the electrochemical potential in the ferromagnet, taken to be common to both spins, and let \(\mu_\uparrow\) and \(\mu_\downarrow\) be the potentials in the semiconductor right at the contact. Equal spin potentials means \(\mu_\uparrow=\mu_\downarrow\). A current still flows if this common value differs from \(\mu_F\).

Your second objection is sound. Equal potentials are a limiting case, and the size of the departure from it depends on the semiconductor as well as on the contact.

**The current through each spin channel**

I count particle current as positive from the ferromagnet to the semiconductor. The electric current has the opposite sign, but a ratio of currents is unaffected. "Up" is the name of the better conducting channel. The algebra is in atomic units, so \(\hbar=e=1\) and \(h=2\pi\).

Suppose that the contact does not flip spins, and that the transmission summed over all modes of spin \(s\), called \(T_s\), does not depend on energy in the range that matters. Then

\[
J_s=\frac{T_s}{2\pi}\int\left[f(E-\mu_F)-f(E-\mu_s)\right]dE ,
\]

where \(f\) is the Fermi function. To do the integral, write the difference as an accumulation of small shifts of the potential:

\[
f(E-\mu_F)-f(E-\mu_s)=\int_{\mu_s}^{\mu_F}\left[-f'(E-m)\right]dm .
\]

Integrate over \(E\) first. Since \(f\) falls from 1 to 0, the integral of \(-f'\) over energy is 1 for every \(m\). What remains is \(\int dm=\mu_F-\mu_s\), so

\[
J_s=g_s(\mu_F-\mu_s),\qquad g_s=\frac{T_s}{2\pi}.
\]

The temperature has dropped out. If the transmission varies with energy, a drop much smaller than \(k_BT\) still gives a linear law, but with a thermally averaged conductance that depends on temperature. At larger drops the law can become nonlinear, as in a rectifying Schottky contact. I also assume many weakly transmitting modes, so that the potentials next to the contact can serve as reservoir potentials.

**Equal spin potentials**

Let both spins have the same drop \(U=\mu_F-\mu_\uparrow=\mu_F-\mu_\downarrow\). The current polarization is

\[
p=\frac{J_\uparrow-J_\downarrow}{J_\uparrow+J_\downarrow}
=\frac{g_\uparrow U-g_\downarrow U}{g_\uparrow U+g_\downarrow U}
=\frac{g_\uparrow-g_\downarrow}{g_\uparrow+g_\downarrow}\equiv P .
\]

The factor \(U\) cancels, which requires \(U\neq0\). At \(U=0\) there is no current and the ratio is undefined. With your numbers,

\[
p=P=\frac{0.8-0.2}{0.8+0.2}=0.6 .
\]

So 80% of the particle current is carried by up electrons and 20% by down electrons, and the polarization is the difference, 60%. The conductance unit cancels too.

For a concrete case take \(U=0.001\) eV. The currents are \(0.8\times0.001=0.0008\) and \(0.2\times0.001=0.0002\) unit·eV, with a total of 0.001 unit·eV. If one unit is chosen to be \(1000\,e^2/h\), which suits a wide contact, the total electric current has magnitude 38.74 µA.

**What an accumulation does to the current**

Now let the semiconductor potentials differ. Define their mean \(\mu_0\) and their splitting \(\Delta\), the spin accumulation:

\[
\mu_\uparrow=\mu_0+\frac{\Delta}{2},\qquad
\mu_\downarrow=\mu_0-\frac{\Delta}{2},\qquad
U=\mu_F-\mu_0 .
\]

From here on \(U\) is the mean drop. The two drops are

\[
\mu_F-\mu_\uparrow=U-\frac{\Delta}{2},\qquad
\mu_F-\mu_\downarrow=U+\frac{\Delta}{2}.
\]

For \(U>0\), a surplus of up spin, \(\Delta>0\), reduces the drop that drives up electrons and increases the one that drives down electrons. This answers your question about direction: the accumulated spin opposes further injection of the same spin. More up spin behind the contact therefore does not mean a larger share of up spin in the current that crosses it.

To make this quantitative, put \(g=g_\uparrow+g_\downarrow\), so that \(g_\uparrow-g_\downarrow=gP\). The total current is

\[
J=g_\uparrow\left(U-\frac{\Delta}{2}\right)+g_\downarrow\left(U+\frac{\Delta}{2}\right)
=gU-(g_\uparrow-g_\downarrow)\frac{\Delta}{2}
=g\left(U-\frac{P\Delta}{2}\right),
\]

and the spin current, defined as the difference, is

\[
J_{\rm spin}=g_\uparrow\left(U-\frac{\Delta}{2}\right)-g_\downarrow\left(U+\frac{\Delta}{2}\right)
=g\left(PU-\frac{\Delta}{2}\right).
\]

Dividing the second by the first, and then numerator and denominator by \(gU\), gives

\[
p=\frac{P-x}{1-Px},\qquad x=\frac{\Delta}{2U}.
\]

Its derivative is

\[
\frac{dp}{dx}=\frac{-(1-Px)+P(P-x)}{(1-Px)^2}=-\frac{1-P^2}{(1-Px)^2},
\]

which is negative for \(|P|<1\). Thus \(p\) falls steadily as \(x\) grows from negative values up towards the pole at \(x=1/P\).

Keep \(U=0.001\) eV and impose \(\Delta=0.0006\) eV by some outside means. The up drop is 0.0007 eV and the down drop is 0.0013 eV, so

\[
J_\uparrow=0.8\times0.0007=0.00056,\qquad
J_\downarrow=0.2\times0.0013=0.00026
\]

in unit·eV, and \(p=0.00030/0.00082=0.366\). At \(\Delta=0.0012\) eV, where \(x=P\), the drops are 0.0004 and 0.0016 eV. Both currents are then 0.00032 unit·eV and the polarization is zero, although the contact is as spin-selective as before. With the opposite accumulation, \(\Delta=-0.0006\) eV, the polarization rises to 0.763. Direct integration of the Fermi functions at 300 K was used to test these values.

There is also a case in which \(p\) stops being useful. If \(U=P\Delta/2\), the total current vanishes but the spin current does not. For \(\Delta=0.001\) eV this happens at \(U=0.0003\) eV, where

\[
J_\uparrow=0.8(0.0003-0.0005)=-0.00016,\qquad
J_\downarrow=0.2(0.0003+0.0005)=+0.00016
\]

in unit·eV. Up electrons leave the semiconductor while equally many down electrons enter it. An open contact therefore develops a voltage that reveals the accumulation. In a steady state the accumulation must then be maintained by another source, because this contact drains it.

**What decides the size of the accumulation**

If the contact itself is the source of the spin, \(\Delta\) cannot be chosen freely. It grows until the semiconductor removes spin as fast as the contact supplies it.

Take the semiconductor to be a long, uniform, diffusive wire starting at \(z=0\). Let \(s\) be its conductivity times its cross-sectional area, half of it belonging to each spin. Let \(k\Delta\) be the net rate, per unit length, at which up electrons turn into down electrons. Then

\[
J_\uparrow(z)=-\frac{s}{2}\frac{d\mu_\uparrow}{dz},\quad
J_\downarrow(z)=-\frac{s}{2}\frac{d\mu_\downarrow}{dz},\quad
\frac{dJ_\uparrow}{dz}=-k\Delta,\quad
\frac{dJ_\downarrow}{dz}=+k\Delta .
\]

The last two signs say that a spin flip removes an electron from one channel and puts it in the other, so the total current is conserved. Inserting the currents gives

\[
\frac{s}{2}\mu_\uparrow''=k\Delta,\qquad \frac{s}{2}\mu_\downarrow''=-k\Delta .
\]

Subtract the second equation from the first:

\[
\frac{s}{2}\Delta''=2k\Delta
\quad\Longrightarrow\quad
\Delta''=\frac{\Delta}{\lambda^2},\qquad \lambda=\sqrt{\frac{s}{4k}} .
\]

In a long wire the growing solution is excluded, which leaves \(\Delta(z)=\Delta_0e^{-z/\lambda}\). The spin current entering at \(z=0\) is

\[
J_{\rm spin}=-\frac{s}{2}\Delta'(0)=\frac{s}{2\lambda}\Delta_0=\frac{g_N\Delta_0}{2},
\qquad g_N=\frac{s}{\lambda}.
\]

So \(g_N\) is the conductance of a piece of wire one spin diffusion length long. As a check on the factors, each flip changes the difference of the two currents by two, so the total rate of spin loss is \(\int_0^\infty 2k\Delta\,dz=2k\lambda\Delta_0\). With \(k=s/(4\lambda^2)\) this equals \(s\Delta_0/(2\lambda)\), the same as the injected spin current.

**Joining the contact to the wire**

Because the contact does not flip spins, the spin current leaving it equals the one entering the wire:

\[
g\left(PU-\frac{\Delta_0}{2}\right)=\frac{g_N\Delta_0}{2}
\quad\Longrightarrow\quad
\Delta_0=\frac{2gPU}{g+g_N}.
\]

For the polarization it is convenient to eliminate \(U\). From the total current, \(gU=J+gP\Delta_0/2\). Therefore

\[
J_{\rm spin}=P\left(J+\frac{gP\Delta_0}{2}\right)-\frac{g\Delta_0}{2}
=PJ-g(1-P^2)\frac{\Delta_0}{2}.
\]

The wire gives \(\Delta_0/2=J_{\rm spin}/g_N=pJ/g_N\). Insert this and divide by \(J\):

\[
p=P-\frac{g(1-P^2)}{g_N}\,p
\quad\Longrightarrow\quad
p=\frac{P}{1+g(1-P^2)/g_N}.
\]

The combination \(g(1-P^2)\) has a direct meaning. Since \(g^2-(g_\uparrow-g_\downarrow)^2=4g_\uparrow g_\downarrow\), it equals \(4g_\uparrow g_\downarrow/g\). Now suppose the contact had to pass an unpolarized current, \(J/2\) in each channel. The drops would be \(J/(2g_\uparrow)\) and \(J/(2g_\downarrow)\), and their mean would be

\[
U=\frac{J}{4}\left(\frac{1}{g_\uparrow}+\frac{1}{g_\downarrow}\right)=\frac{Jg}{4g_\uparrow g_\downarrow}.
\]

Thus \(g(1-P^2)\) is the conductance of the contact when it is forced to carry equal spin currents. For your contact it is \(1.0\times(1-0.36)=0.64\) unit.

**A worked case**

Choose round model values \(s=1600\) unit·Å and \(k=4\times10^{-6}\) unit/Å, again with \(U=0.001\) eV. Then

\[
\lambda=\sqrt{\frac{1600}{4\times4\times10^{-6}}}=10000\ \text{Å},\qquad
g_N=\frac{1600}{10000}=0.16\ \text{unit}.
\]

The accumulation at the contact is

\[
\Delta_0=\frac{2\times1.0\times0.6\times0.001}{1.0+0.16}=0.001034\ \text{eV}.
\]

The up drop is \(0.001-0.000517=0.000483\) eV and the down drop is 0.001517 eV. The currents are

\[
J_\uparrow=0.8\times0.000483=0.000386,\qquad
J_\downarrow=0.2\times0.001517=0.000303
\]

in unit·eV. Up electrons have four times the conductance but less than a third of the driving force, so the up current is only about 1.3 times the down current. The polarization follows from the formula as

\[
p=\frac{0.6}{1+0.64/0.16}=\frac{0.6}{5}=0.12 .
\]

The total current also falls, from 0.001 to 0.00069 unit·eV, or from 38.74 to 26.72 µA at the same mean drop. Accumulation therefore acts as an additional resistance of the contact. These results were tested against Kirchhoff's equations for a network of two resistor chains joined by spin-flip resistors, which does not use the exponential solution. The numerical output below lists the values.

**When the answer 0.6 is recovered**

The loss is small when \(g_N\gg g(1-P^2)\), meaning that the semiconductor carries off and relaxes spin easily compared with the contact's ability to supply it. In the opposite limit \(p\approx Pg_N/[g(1-P^2)]\), which is small however selective the contact looks, as long as \(g_\downarrow\) is not close to zero. This is the form that the conductance mismatch problem of spin injection takes in this model, where the contact is the only spin-selective element.

Faster spin relaxation shows the change. At fixed \(s\), \(\lambda\) falls as \(k^{-1/2}\) and \(g_N\) rises as \(k^{1/2}\):

- With \(k\) multiplied by 16, \(g_N=0.64\) unit, \(\Delta_0=0.000732\) eV and \(p=0.30\).
- With \(k\) multiplied by 10000, \(g_N=16\) units, \(\Delta_0=0.000071\) eV and \(p=0.577\).

Obtained in this way, the higher polarization has a price. It is the polarization at the contact, and the spin current decays as \(e^{-z/\lambda}\) behind it. In the last case \(\lambda\) is 100 Å, so the spin survives over a much shorter distance. The diffusive description also requires the mean free path to be shorter still.

The condition \(g_N\gg g(1-P^2)\) can also be met from the other side, by a more resistive contact with the same \(P\). With the original \(k\) and both contact conductances divided by 100, \(p=0.6/(1+0.0064/0.16)=0.577\) while \(\lambda\) stays at 10000 Å. The price is then a much smaller current at the same drop. This is the idea behind spin-selective tunnel barriers.

Spin can instead be removed by a nearby reservoir. Let the wire end at \(z=L\) in a reservoir that holds \(\Delta=0\). The solution is then

\[
\Delta(z)=\Delta_0\frac{\sinh[(L-z)/\lambda]}{\sinh(L/\lambda)},
\qquad
J_{\rm spin}=-\frac{s}{2}\Delta'(0)=\frac{g_N}{2}\coth\left(\frac{L}{\lambda}\right)\Delta_0 .
\]

All the results at the contact keep their form with \(g_N\) replaced by \(g_N\coth(L/\lambda)\). For \(L\ll\lambda\) this becomes \(s/L\), the ordinary conductance of the short wire. A short wire can thus keep the spin potentials nearly equal without fast spin relaxation, but \(L\ll\lambda\) is not enough for that. The condition is \(s/L\gg g\), which in the worked case means \(L\ll1600\) Å. At \(L=1000\) Å, a tenth of \(\lambda\), the polarization is still only 0.43, and at \(L=100\) Å it is 0.577. The diffusive description again needs a mean free path shorter than \(L\).

A perfectly selective contact, \(g_\downarrow=0\), is a separate limit. Then \(P=1\), \(g(1-P^2)=0\) and \(p=1\) for any \(g_N>0\). The accumulation still reduces the current, but it cannot change the polarization because there is no second channel to take over.

**What the model leaves out**

I held both spins in the ferromagnet at \(\mu_F\). If the ferromagnet has its own splitting \(\Delta_F\) at the contact, the two drops become \(U\mp(\Delta-\Delta_F)/2\), with the upper sign for up spins. The contact formula for \(p\) then holds with \(\Delta\) replaced by \(\Delta-\Delta_F\). It is equality of the two drops that gives \(p=P\), and equal spin potentials on each side are one way to obtain it. The joined result would need a spin diffusion equation in the ferromagnet as well. Spin flips inside the contact would break the matching of spin currents used above.

The wire was also treated as linear, with the same conductivity for both spins. In a nondegenerate semiconductor this needs \(\Delta\ll k_BT\), because the two spin densities, and with them the two conductivities, differ by a fraction of order \(\Delta/k_BT\). It also needs the potential drop that the total current causes along one spin diffusion length, \(J\lambda/s=J/g_N\), to be small compared with \(k_BT\). Otherwise the drift of the surplus spin in the electric field is not negligible beside its diffusion. In the worked case 0.001034 eV is about 4% of the thermal energy 0.02585 eV at 300 K, but \(J/g_N=0.00069/0.16=0.0043\) eV is about 17% of it. For such a semiconductor the linear wire is thus an approximation. If the wire is kept neutral and each conductivity follows its spin density, the worked polarization moves from 0.12 to about 0.128 at \(U=+0.001\) eV and to about 0.112 at \(U=-0.001\) eV. At \(U=\pm0.005\) eV it moves to about 0.165 and 0.086.

The round values of the worked case also limit the mean free path \(\ell\). For a nondegenerate semiconductor with a constant scattering time, \(s=1600\) unit·Å and \(g_\uparrow=0.8\) unit imply a mean up-spin transmission per mode of about \(\ell/640\) Å. The assumption of weakly transmitting modes therefore holds only for \(\ell\) well below 640 Å, so these values describe a low-mobility wire and not a clean semiconductor at room temperature.

For your exercise, then, the conductances give 0.6 when both spins feel the same drop. Spin accumulation is the reaction of the semiconductor to the injected spin. It is produced by the polarized current, and in this contact it lowers the polarization below 0.6 by shifting the driving force from the up channel to the down channel.

## Computed values

```
INPUTS
g_up, g_dn = 0.8, 0.2 unit
mean potential drop U = 0.0010 eV
wire s = 1600 unit*angstrom
spin-flip conductance k = 4.0e-06 unit/angstrom
temperature = 300 K, kT = 0.02585 eV
one unit, chosen for conversion = 1000 e^2/h
EQUAL SPIN POTENTIALS
J_up = 0.000800 unit*eV
J_dn = 0.000200 unit*eV
total J = 0.001000 unit*eV
total current magnitude = 38.74 microampere
polarization p = 0.6000
IMPOSED ACCUMULATION (same U)
D = -0.0006 eV: x = -0.30, p = 0.7627
D = 0.0000 eV: x = 0.00, p = 0.6000
D = 0.0006 eV: x = 0.30, p = 0.3659
D = 0.0012 eV: x = 0.60, p = 0.0000
OPEN CIRCUIT
D = 0.0010 eV gives U = 0.000300 eV
J_up = -0.000160, J_dn = 0.000160 unit*eV
ACCUMULATION SET BY THE WIRE
spin diffusion length = 10000 angstrom
g_N = 0.1600 unit
g(1-P^2) = 0.6400 unit
accumulation D at contact = 0.001034 eV
D one diffusion length away / D at contact = 0.3679
drop for up spins = 0.000483 eV
drop for down spins = 0.001517 eV
J_up = 0.000386 unit*eV
J_dn = 0.000303 unit*eV
total J = 0.000690 unit*eV
total current magnitude = 26.72 microampere
polarization p = 0.1200
FASTER SPIN RELAXATION (same U and s)
k x 1: length = 10000 angstrom, g_N = 0.16 unit,
   D = 0.001034 eV, p = 0.1200
k x 16: length = 2500 angstrom, g_N = 0.64 unit,
   D = 0.000732 eV, p = 0.3000
k x 10000: length = 100 angstrom, g_N = 16.00 unit,
   D = 0.000071 eV, p = 0.5769
```
